Decay of terrace-width perturbations when steps are fed from below, part 1

(Sections cited here and not found follow in the second part.)

**Part I. Straight steps and the linear width equation**

Consider a staircase of parallel steps on a crystal surface that receives F monolayers per second. Suppose that a step captures all the atoms landing on the terrace below it and no others. Its speed is a length divided by a time. The deposition rate supplies the inverse time. If atoms are neither lost nor stored, the amount captured is the amount landed, so the length is the width of that terrace. The diffusion coefficient sets how many adatoms are present at a given moment, but not how many arrive per second.

Symmetry fixes most of what follows. The widths then obey a linear equation in which terrace n is coupled to itself and to the next lower terrace, n + 1. Relabelling all steps by one place changes nothing, so a perturbation proportional to exp(iφn), with φ the phase advance per step, evolves independently of the others. Its rate per deposited monolayer must have the form A + B exp(iφ). In a uniform staircase all steps move at the same speed and the widths do not change, so the rate vanishes at φ = 0, and A = −B. What remains is B[exp(iφ) − 1]. The terrace problem has to supply B, and its sign decides between decay and growth.

Number the steps down the staircase and let x increase in the same direction. Step n is at x_n, and the terrace below it has width

l_n = x_(n+1) − x_n. (1)

During growth the steps move toward +x. The terrace therefore has an ascending step at its left end, where x = x_n, and a descending edge at its right end, where x = x_(n+1). An Ehrlich–Schwoebel barrier is an additional barrier against hopping down over the descending edge. Here it is taken to be infinite; Part II makes it finite.

Let z = x − x_n, and let c(z) be the adatom coverage, that is, the fraction of sites occupied by adatoms. Desorption and island formation are left out. The steps are assumed to move so slowly that the coverage is stationary at each instant, and the few adatoms stored on the terrace are neglected. This is the quasi-static approximation. Diffusion and deposition then balance:

D d²c/dz² + F = 0, for 0 < z < l_n. (2)

Here D is the adatom diffusion coefficient. For immediate attachment at the ascending step and no passage over the descending edge, the boundary conditions are

c(0) = 0, dc/dz = 0 at z = l_n. (3)

Integrating (2) once gives D dc/dz = constant − Fz. The second condition in (3) makes the constant equal to F l_n, so

D dc/dz = F(l_n − z). (4)

A second integration, with c(0) = 0, gives

c(z) = (F/D)(l_n z − z²/2). (5)

The coverage rises away from the ascending step, so the diffusion current runs toward that step, in the −x direction. Its magnitude at z = 0 is D dc/dz = F l_n. Because c counts atoms per site, a captured amount of one monolayer times one unit of length advances the step by that length. Hence

dx_n/dt = F l_n. (6)

The diffusion coefficient has cancelled. The attachment kinetics at the ascending step cancel as well, as the integral of (2) over the terrace shows:

D (dc/dz at l_n) − D (dc/dz at 0) + F l_n = 0. (7)

The first term is zero for an infinite barrier, so the current into step n is F l_n whatever the condition at z = 0. Suppose, for instance, that attachment has a finite rate coefficient k and that the step has an equilibrium coverage c_eq. The condition is then D dc/dz = k(c − c_eq) at z = 0. Equation (7) fixes the left side at F l_n, and the coverage at the step adjusts to c_eq + F l_n/k. The step speed is unchanged. It also does not matter if c_eq differs from step to step because the steps repel one another: atoms released onto the lower terrace can return only to the step they left.

It is convenient to measure progress by the deposit θ = Ft, in monolayers (ML). Since dθ = F dt, equation (6) becomes dx_n/dθ = l_n. Differentiating (1) and using this for both steps that bound the terrace gives

dl_n/dθ = dx_(n+1)/dθ − dx_n/dθ = l_(n+1) − l_n. (8)

No expansion in small perturbations has been made. Within the stated model, equation (8) is linear for widths of any size. Its two terms have direct meanings. The term −l_n describes step n eating into its own lower terrace at a speed proportional to that terrace's width, and the term +l_(n+1) describes the lower boundary running away. A terrace wider than its lower neighbour therefore shrinks.

Take N steps with periodic repetition, so that l_(n+N) = l_n. Summing (8) over one period makes the right side cancel term by term. The total width NL is conserved, and L is the mean width. Write

l_n(θ) = L + Σ_k A_k(θ) exp(iφ_k n), φ_k = 2πk/N, k = 1, …, N − 1. (9)

Moving from n to n + 1 multiplies each mode by exp(iφ_k). Inserting (9) into (8) and comparing coefficients gives

dA_k/dθ = [exp(iφ_k) − 1] A_k. (10)

This is the form required by symmetry, with B = 1. Its solution is

A_k(θ) = A_k(0) exp{[exp(iφ_k) − 1]θ}. (11)

Because exp(iφ) = cos φ + i sin φ, the modulus is

|A_k(θ)| = |A_k(0)| exp[−(1 − cos φ_k)θ]. (12)

The decay rate per monolayer, 1 − cos φ = 2 sin²(φ/2), is positive unless φ is a multiple of 2π. Every nonuniform mode of a finite periodic train therefore decays. Step pairing, with alternating wide and narrow terraces, has φ = π and the largest rate, 2 per ML. The slowest mode has one wavelength per period and the rate 1 − cos(2π/N).

The same conclusion follows without Fourier modes. Let δ_n = l_n − L. Multiplying (8) by 2δ_n and summing over a period gives

d/dθ Σ δ_n² = 2 Σ (δ_n δ_(n+1) − δ_n²) = −Σ (δ_(n+1) − δ_n)². (13)

The last step expands the square on the right and uses Σ δ_(n+1)² = Σ δ_n², which holds by periodicity. The total squared deviation falls as long as any two neighbouring widths differ.

The imaginary part of the rate moves the pattern. Choose φ between −π and π, excluding zero. The phase of a mode is φn + θ sin φ, and a point of constant phase has n = constant − θ (sin φ)/φ. In the unperturbed train, step n is at x = nL + Lθ. Substituting n gives the position of that phase point, x = constant + Lθ[1 − (sin φ)/φ], so the pattern speed in the laboratory is

v_pattern = FL[1 − (sin φ)/φ]. (14)

For small φ, (sin φ)/φ ≈ 1 − φ²/6, and the speed is only FLφ²/6. A long-wave pattern almost stands still while the steps pass through it. In the same limit 1 − cos φ ≈ φ²/2. With the wavenumber Q = φ/L across the steps, the decay rate in time is (FL²/2)Q², which is the law of diffusion with coefficient FL²/2. The smoothing is driven by deposition and needs no difference in step energy.

Equation (8) can also be solved directly in terms of the initial widths:

l_n(θ) = Σ_(m≥0) P_m(θ) l_(n+m)(0), P_m(θ) = exp(−θ) θ^m/m!. (15)

To verify this, differentiate the weights. For m ≥ 1 the derivative of exp(−θ)θ^m/m! is P_(m−1) − P_m, and for m = 0 it is −P_0. Therefore

dl_n/dθ = Σ_(m≥1) P_(m−1) l_(n+m)(0) − Σ_(m≥0) P_m l_(n+m)(0). (16)

Shifting the index in the first sum by one turns it into l_(n+1)(θ), and the second sum is l_n(θ), so (8) is satisfied. At θ = 0 only P_0 = 1 remains, which gives the correct initial widths.

The weights in (15) are positive and add up to one. Each later width is thus an average of earlier ones. The smallest width in the train cannot decrease and the largest cannot increase. Straight steps that start apart stay apart, so the absence of step contact is here a consequence of the equation and not a further assumption.

An infinite train behaves differently in one respect. It contains modes with φ as close to zero as one likes, and their rates have no positive lower bound. Each mode with φ ≠ 0 still decays exponentially, but the total disorder need not. Suppose that the initial deviations δ_n(0) are independent, with zero mean and variance σ_0². In the variance of (15) the cross terms average to zero, which leaves

σ²(θ)/σ_0² = Σ_m P_m² = exp(−2θ) Σ_m θ^(2m)/(m!)² = exp(−2θ) I_0(2θ), (17)

where the last sum is the power series of the modified Bessel function I_0. For large z, I_0(z) ≈ exp(z)/√(2πz). With z = 2θ this gives

σ²(θ)/σ_0² ≈ 1/√(4πθ), for θ ≫ 1. (18)

The rms deviation falls only as θ^(−1/4). From (17) it is 0.300 of its initial value after 10 ML and still 0.168 after 100 ML.

For a numerical example, take ten steps with rough parameters in the regime of growth on Ag(111). The lattice constant is set to 0.409 nm, so the step height is 0.409/√3 = 0.236 nm. A miscut of 2.0° gives the mean terrace width

L = 0.236 nm / tan 2.0° = 6.76 nm. (19)

At F = 0.020 ML/s a uniform train moves at 0.020 × 6.76 = 0.135 nm/s. The initial widths combine a ten-step wave with pairing:

l_n(0) = L[1 + 0.3 cos(2πn/10) + 0.2 cos(πn)]. (20)

The mean square of a cosine is 1/2, and that of the alternating sign cos(πn) is 1. The initial rms deviation is therefore L√(0.3²/2 + 0.2²) = 1.97 nm, and the widths range from 3.38 to 10.14 nm.

The slow mode has φ = 36° and the decay rate 1 − cos 36° = 0.191 per ML. Its amplitude falls by a factor e in 1/0.191 = 5.24 ML, or 262 s. According to (14), its pattern moves at 0.0645 of the step speed. After 1 ML the slow amplitude is exp(−0.191) = 0.826 of its initial value, while the pairing amplitude is already down to exp(−2) = 0.135.

After 10 ML the slow amplitude is exp(−1.91) = 0.148 of its initial value and pairing is below one part in a million. The rms deviation is then 6.76 × 0.3 × 0.148/√2 = 0.212 nm, and the widths lie between 6.47 and 7.06 nm. Direct integration of the step positions gives the same widths as the mode solution (11), within 10⁻⁴ nm, at each of the printed deposits from 1 to 20 ML. After 20 ML the calculated rms deviation is 0.031 nm. Part II shows that deposition noise hides so small a value in a single train whose steps are 100 nm long.

**Part II. Leakage, wavy steps and deposition noise**

Steps are numbered down the staircase and move toward +x. Terrace n lies below step n and has width l_n, with mean L; F is the flux, D the adatom diffusion coefficient and θ = Ft the deposit. If each step is fed by its lower terrace alone, Part I gives dl_n/dθ = l_(n+1) − l_n, equation (8). A mode exp(iφn) then decays at the rate 1 − cos φ per ML. In the example L = 6.76 nm, F = 0.020 ML/s, and the slowest mode of ten steps decays at 0.191 per ML.

The decay depends on which side feeds the step. Let a fixed share p of the atoms on each terrace go to the ascending step and the share 1 − p go down to the next step. Step n then receives atoms from terraces n and n − 1:

dx_n/dθ = p l_n + (1 − p) l_(n−1). (21)

Subtracting this from the same expression for step n + 1 gives

dl_n/dθ = p(l_(n+1) − l_n) + (1 − p)(l_n − l_(n−1)). (22)

For a mode exp(iφn) the two differences become exp(iφ) − 1 and 1 − exp(−iφ). Their real parts are −(1 − cos φ) and +(1 − cos φ), so the real part of the growth rate is

Re ω = −(2p − 1)(1 − cos φ), per ML. (23)

The amplitudes decay for p > 1/2, keep their size for p = 1/2 and grow for p < 1/2. Feeding from above makes a wide terrace wider, because the step at its lower end then moves faster.

A finite Ehrlich–Schwoebel barrier E gives a share that depends on the width. To find it, consider atomic rows parallel to the step, with spacing b. Let an adatom hop to a given neighbouring row at the rate r, so that D = rb². From the last row the hop down over the edge has the smaller rate sr, with s = exp(−E/kT); equal attempt rates have been assumed. Attachment below the edge is immediate, so no atom returns. Let J be the current over the edge. The last row lies one spacing before z = l, and since D dc/dz = −J at the edge, its coverage is c(l) + bJ/D. The current is therefore

J = srb[c(l) + bJ/D] = (sD/b)c(l) + sJ. (24)

Collecting J on the left and dividing by 1 − s gives

J = D c(l)/ℓ, ℓ = b(1/s − 1) = b[exp(E/kT) − 1]. (25)

The length ℓ measures the barrier. It is zero without an additional barrier and tends to infinity for perfect blocking.

With c(0) = 0 as before, the solution of D d²c/dz² + F = 0 is

c(z) = (F/D)(αz − z²/2), D dc/dz = F(α − z), (26)

with α still to be found. The current over the edge is J = F(l − α), and (25) requires

F(l − α) = F(αl − l²/2)/ℓ. (27)

Multiplying by ℓ/F and collecting α gives α(ℓ + l) = ℓl + l²/2. The descending current is then

J = F(l − α), with α fixed by the relation just found. So far, deposition has been shown to even out the terrace widths of a periodic train when each step is fed only by its lower terrace, or when a fixed share p > 1/2 goes to the ascending step; what remains is the effect of a finite barrier on the decay rate, followed by wavy steps, deposition noise and other neglected effects.
